# Dispersion maximum and stability of a chain with second-neighbour springs

## Problem

Atoms of equal mass $m$ sit at equilibrium positions $na$ on a line, with $n$ an integer and $a$ the spacing, and move along that line. Each atom is joined to its first neighbours by springs of constant $K_1>0$ and to its second neighbours by springs of constant $K_2$. The displacement of atom $n$ is $u_n$, and the motion is harmonic.

A spring constant here means the second derivative of a pair energy with respect to distance, taken at the equilibrium distance. It can be negative, because a pair energy may curve downwards there. A negative $K_2$ does not by itself make the chain unstable, since the other springs may hold it together.

(a) For $K_2\ge 0$, at which wave number in $0\le q\le \pi/a$ is the frequency largest, and what is its value there?

(b) Which negative values of $K_2$ leave the infinite chain stable?

(c) Take $m=5.0\times10^{-26}$ kg, $a=0.30$ nm and $K_1=20$ N/m. Discuss $K_2=10$, $-4$ and $-6$ N/m.

## A tempting solution

*Part (a).* The frequency is periodic in $q$ with period $2\pi/a$ and even in $q$. It is therefore symmetric about $q=\pi/a$, and its slope vanishes there. The frequency starts from zero at $q=0$ and rises, so the point of zero slope at the zone boundary is the maximum. In that mode neighbouring atoms move in opposite directions and second neighbours move together. The second-neighbour springs are not stretched, and $K_2$ drops out. The largest frequency is $2\sqrt{K_1/m}$, whatever $K_2$ is.

*Part (b).* Displace one atom by $u$ and hold all the others fixed. Two springs $K_1$ and two springs $K_2$ act on it, so the force is $-2(K_1+K_2)u$. This is a restoring force if $K_1+K_2>0$. The chain is stable for $K_2>-K_1$.

## Where it fails

In part (a), the zero slope and the boundary frequency are both correct. Symmetry gives zero slope only where the curve is smooth. That holds at the boundary, where $m\omega^2=4K_1>0$, but not at $q=0$, where $\omega$ is also symmetric and in general has a kink. The fault is the step from "zero slope" to "maximum". Symmetry makes the boundary a stationary point, but it does not say whether the curve is highest or lowest there, and it does not exclude other stationary points inside the zone.

In part (b), the force on the single atom is correct. The fault is that one displacement pattern has been tested, while stability requires the energy to rise for every pattern other than a uniform translation. The condition $K_2>-K_1$ is necessary, but nothing shows that it is sufficient. Patterns in which many atoms move together may load the second-neighbour springs more heavily relative to the first-neighbour ones.

Both faults have the same cure: the frequency is needed at all wave numbers.

## The dispersion relation

The harmonic energy is

$$U=\sum_n\left[\tfrac12K_1(u_{n+1}-u_n)^2+\tfrac12K_2(u_{n+2}-u_n)^2\right].$$

Terms linear in the displacements are absent because the forces balance at equilibrium. The coordinate $u_n$ appears in four terms of the sum, one for each spring attached to atom $n$. Newton's equation $m\ddot u_n=-\partial U/\partial u_n$ gives

$$m\ddot u_n=K_1(u_{n+1}+u_{n-1}-2u_n)+K_2(u_{n+2}+u_{n-2}-2u_n).$$

Insert the plane wave $u_n=A\,e^{i(qna-\omega t)}$ and write $x=qa$. The left side becomes $-m\omega^2u_n$. On the right, $u_{n\pm1}=e^{\pm ix}u_n$ and $u_{n\pm2}=e^{\pm2ix}u_n$, so the exponentials combine into cosines:

$$-m\omega^2=K_1(2\cos x-2)+K_2(2\cos2x-2).$$

Change the sign and use $1-\cos\theta=2\sin^2(\theta/2)$, with $\theta=x$ in the first term and $\theta=2x$ in the second:

$$m\omega^2=4K_1\sin^2\frac x2+4K_2\sin^2x.\qquad(1)$$

A second form is useful. Let $s=\sin^2(x/2)$, which rises from 0 to 1 as $x$ goes from 0 to $\pi$. Since $\sin x=2\sin(x/2)\cos(x/2)$, we have $\sin^2x=4s(1-s)$, and

$$m\omega^2=4s\,[K_1+4K_2(1-s)].\qquad(2)$$

Equation (1) also shows what the single-atom argument measured. In the form $m\omega^2=2K_1(1-\cos x)+2K_2(1-\cos2x)$, both cosines average to zero over a full period of $x$. The average of $m\omega^2$ over the zone is therefore $2(K_1+K_2)$, the stiffness felt by one atom among fixed neighbours. A positive average does not prevent some modes from having negative $\omega^2$.

## Part (a): the maximum

Differentiate (1) with respect to $x$. The first term gives $4K_1\cdot2\sin(x/2)\cos(x/2)\cdot\tfrac12=2K_1\sin x$. The second gives $4K_2\cdot2\sin x\cos x$. Together,

$$\frac{d(m\omega^2)}{dx}=2\sin x\,(K_1+4K_2\cos x).\qquad(3)$$

The factor $\sin x$ vanishes at the boundary for every $K_2$; this is the stationary point found by symmetry. The bracket may vanish elsewhere.

**Case $0\le K_2\le K_1/4$.** For $0<x<\pi$ we have $|\cos x|<1$, hence $4K_2\cos x>-K_1$ and the bracket is positive. So is $\sin x$. The frequency rises all the way to the boundary, and the tempting answer holds: $m\omega^2_{\max}=4K_1$.

**Case $K_2>K_1/4$.** The bracket vanishes at $x^*=q^*a$, where

$$\cos(q^*a)=-\frac{K_1}{4K_2}.\qquad(4)$$

The right side lies between $-1$ and 0, so $x^*$ lies between $\pi/2$ and $\pi$, inside the zone. To show that this is the overall maximum, complete the square in (2):

$$m\omega^2=4(K_1+4K_2)s-16K_2s^2=\frac{(K_1+4K_2)^2}{4K_2}-16K_2(s-s^*)^2,\qquad s^*=\frac{K_1+4K_2}{8K_2}.\qquad(5)$$

Expanding the square confirms this. The term linear in $s$ is $32K_2s^*s=4(K_1+4K_2)s$, and the constant $-16K_2s^{*2}=-(K_1+4K_2)^2/(4K_2)$ cancels the first term on the right. The point $s^*$ belongs to the allowed interval when $s^*<1$, which means $K_1+4K_2<8K_2$, or $K_2>K_1/4$. It is the same point as (4), because $\cos x^*=1-2s^*=-K_1/(4K_2)$. The subtracted square is never negative for $K_2>0$, so

$$m\omega^2_{\max}=\frac{(K_1+4K_2)^2}{4K_2}.\qquad(6)$$

This exceeds the boundary value by

$$\frac{(K_1+4K_2)^2-16K_1K_2}{4K_2}=\frac{(4K_2-K_1)^2}{4K_2},$$

which is positive and goes to zero as $K_2$ comes down to $K_1/4$. In the same limit (4) gives $\cos x^*\to-1$, so $x^*\to\pi$. The maximum thus leaves the boundary continuously, in both position and height. As $K_2/K_1$ grows without limit, $q^*a$ tends to $\pi/2$, where second neighbours move in opposite directions and their springs are stretched most.

Between $q^*$ and the boundary the frequency falls with increasing $q$. The group velocity $d\omega/dq$ is negative there, so a wave packet travels against the direction of its wave number.

### Why the critical ratio is one quarter

Look at the boundary from close by. Let $x=\pi-\delta$ with small $\delta$. In (1), $\sin^2(x/2)=\cos^2(\delta/2)\approx1-\delta^2/4$ and $\sin^2x=\sin^2\delta\approx\delta^2$. Hence

$$m\omega^2\approx4K_1-K_1\delta^2+4K_2\delta^2=4K_1+(4K_2-K_1)\delta^2.\qquad(7)$$

Two effects compete. Away from the boundary, first neighbours are no longer in perfect opposition, and their springs contribute less. Second neighbours are no longer in perfect step, and their springs begin to contribute. The phase between second neighbours departs from perfect step by $2\delta$, while that between first neighbours departs from opposition by $\delta$. Since both effects are quadratic in the phase, the second has a weight four times larger. For $K_2>K_1/4$ it wins, and the boundary becomes a local minimum.

At $K_2=K_1/4$ the quadratic term vanishes. With $1-s=\sin^2(\delta/2)$, equation (2) becomes

$$m\omega^2=4K_1s(2-s)=4K_1[1-(1-s)^2]=4K_1\left[1-\sin^4\frac\delta2\right].$$

The boundary is still the maximum, with a flat top: the first term by which $m\omega^2$ falls away from it is of fourth order, $-K_1\delta^4/4$.

## Part (b): the stability range

If $\omega^2$ is negative for some mode, write $\omega^2=-\Gamma^2$ with $\Gamma>0$. The time dependence is then a combination of $e^{\Gamma t}$ and $e^{-\Gamma t}$, and a small disturbance generally grows. Stability requires $\omega^2>0$ for every mode except $q=0$. That mode is a uniform translation, which costs no energy and is not counted as an instability.

In (2) the factor $4s$ is positive for $q\ne0$, so the sign is that of the bracket $K_1+4K_2(1-s)$. The bracket is linear in $s$. It runs from $K_1+4K_2$ at $s\to0$ to $K_1$ at $s=1$.

- If $K_1+4K_2>0$, both end values are positive, and so is everything between them.
- If $K_1+4K_2<0$, the bracket is negative for small enough $s$. An infinite chain has modes of arbitrarily small $q$, so some of them are unstable.

The negative values that leave the chain stable are therefore

$$-\frac{K_1}{4}<K_2<0.\qquad(8)$$

In this range the bracket in (3) is also positive inside the zone, so the maximum remains at the boundary.

The limit is set by long waves, which the single-atom argument did not examine. For small $x$, (1) gives $m\omega^2\approx(K_1+4K_2)x^2$, and the sound speed is

$$v=\frac{\omega}{q}=a\sqrt{\frac{K_1+4K_2}{m}}.\qquad(9)$$

The factor 4 has a direct meaning. Under a uniform strain $\varepsilon$, a first-neighbour spring stretches by $a\varepsilon$ and a second-neighbour spring by $2a\varepsilon$. With one spring of each kind per atom, the part of the energy per atom that is quadratic in $\varepsilon$ (a linear part is absent when the chain is free of tension) is $\tfrac12K_1a^2\varepsilon^2+\tfrac12K_2(2a\varepsilon)^2=\tfrac12(K_1+4K_2)a^2\varepsilon^2$. For a single displaced atom, both kinds of spring stretch by the same amount, and $K_2$ enters with weight one.

At $K_2=-K_1/4$ the bracket in (2) is $K_1s$, so $m\omega^2=4K_1s^2$ and

$$\omega=2\sqrt{\frac{K_1}{m}}\,\sin^2\frac{qa}{2}.$$

No frequency is imaginary, but the frequency starts as $q^2$, and the sound speed and the stiffness against uniform strain are both zero. Every mode with $q\ne0$ still has $\omega^2>0$, so the criterion on the modes is met. However, a uniform strain costs no harmonic energy, and any more negative $K_2$ gives unstable modes. For that reason this marginal case is left out of (8).

### The same limit from the energy

The role of $K_1+4K_2$ can be seen without plane waves. Close the chain into a ring and let $d_n=u_{n+1}-u_n$ be the stretch of bond $n$. Then $u_{n+2}-u_n=d_n+d_{n+1}$, and

$$(d_n+d_{n+1})^2=2d_n^2+2d_{n+1}^2-(d_{n+1}-d_n)^2.$$

Summed over the ring, the first two terms give $4\sum_nd_n^2$, because each stretch occurs twice. The energy becomes

$$U=\tfrac12(K_1+4K_2)\sum_nd_n^2-\tfrac12K_2\sum_n(d_{n+1}-d_n)^2.$$

For $K_2$ in the range (8) neither term can be negative, and the first vanishes only if every $d_n$ is zero, which is a uniform translation. This shows stability in the range (8). For $K_1+4K_2<0$ the first term is negative and the second positive. A ring of fixed length has $\sum_nd_n=0$, so the stretches cannot all be equal. The energy becomes negative only if the ring is long enough for $d_n$ to vary slowly, which makes the second term small compared with the first.

A ring of $N\ge5$ atoms with fixed length is more stable than the infinite chain, by a margin that shrinks as $N$ grows. Its wave numbers obey $qa=2\pi j/N$ with integer $j$, so the smallest non-zero $s$ is $\sin^2(\pi/N)$. For negative $K_2$ the bracket in (2) is smallest at that mode, and stability requires $K_1+4K_2\cos^2(\pi/N)>0$, or

$$K_2>-\frac{K_1}{4\cos^2(\pi/N)}.$$

With $K_1=20$ N/m the threshold is $-5.36$ N/m for $N=12$ and $-5.005$ N/m for $N=96$. It approaches the infinite-chain value of $-5$ N/m as longer waves become available.

## Part (c): numbers

The two critical values are $K_2=\pm K_1/4=\pm5$ N/m.

**$K_2=10$ N/m.** This is above 5 N/m, so the maximum is inside the zone. Equation (4) gives $\cos(q^*a)=-20/40=-0.5$, so $q^*a=2\pi/3$, two thirds of the way to the boundary. The wavelength is $2\pi/q^*=3a=0.90$ nm. From (6), $m\omega^2_{\max}=60^2/40=90$ N/m, while the boundary has $4K_1=80$ N/m. Hence

$$\omega_{\max}=\sqrt{\frac{90\ \text{N/m}}{5.0\times10^{-26}\ \text{kg}}}=4.24\times10^{13}\ \text{rad/s},$$

or 6.75 THz as $\omega/2\pi$. The boundary frequency is $4.00\times10^{13}$ rad/s, or 6.37 THz. The maximum is 6% above the boundary frequency, which the tempting solution took to be the largest.

| $qa$ | $m\omega^2$ (N/m) |
|---|---|
| $\pi/3$ | 50.0 |
| $\pi/2$ | 80.0 |
| $2\pi/3$ | 90.0 |
| $5\pi/6$ | 84.6 |
| $\pi$ | 80.0 |

The values at $\pi/2$ and $\pi$ agree because they belong to $s=1/2$ and $s=1$, which lie at equal distances from $s^*=60/80=3/4$ on the parabola (5).

**$K_2=-4$ N/m.** This lies in the range (8), and the chain is stable. It is soft against long waves: $K_1+4K_2=4$ N/m, and (9) gives $v=2.68\times10^3$ m/s, compared with $6.00\times10^3$ m/s for $K_2=0$.

**$K_2=-6$ N/m.** The tempting condition $K_2>-K_1$ is satisfied, yet the chain is unstable. The bracket in (2) is negative when $1-s=\cos^2(qa/2)>K_1/(4|K_2|)=20/24$, which means $0<qa<0.841$. The identity (5) holds for negative $K_2$ too, but the square now enters with a positive sign, so $s^*$ marks the lowest $\omega^2$. The fastest growth is at $\cos(qa)=-K_1/(4K_2)=20/24$, or $qa=0.586$, where

$$m\omega^2=\frac{(20-24)^2}{4(-6)}\ \text{N/m}=-0.667\ \text{N/m}.$$

The growth rate is $\Gamma=\sqrt{0.667/(5.0\times10^{-26})}\ \text{s}^{-1}=3.65\times10^{12}\ \text{s}^{-1}$, so, once the growing exponential dominates, the amplitude of this mode grows by a factor $e$ every 0.27 ps. A mode released from rest follows $\cosh\Gamma t$ and needs 0.45 ps for the first factor $e$. The exponential law holds while the displacements are small enough for the harmonic energy to apply. What the chain does afterwards depends on the anharmonic terms, which this model does not contain.

The results hold for longitudinal motion with springs reaching no further than second neighbours. The values of $K_2$ in part (c) are chosen to display the three regimes, and simple pair energies give much smaller ratios. In a tension-free chain with first and second neighbours, a Lennard-Jones energy gives $K_2/K_1\approx-0.004$, and a Morse energy with $\alpha r_0=2.5$ (decay constant times well position) gives about $-0.06$. Both are well inside the range (8). Longer springs add terms to (1) and change both critical values. The formulas were checked numerically against force-constant matrices assembled spring by spring.

## Calculated quantities

```
mass m = 5.0e-26 kg
spacing a = 0.30 nm
K1 = 20.0 N/m
critical K2 for interior maximum, K1/4 = 5.00 N/m
critical K2 for stability, -K1/4 = -5.00 N/m
--- interior maximum, K2 = 10.0 N/m
cos(qa) at maximum = -0.5000
qa at maximum = 2.0944 rad
position as fraction of zone boundary = 0.6667
wavelength at maximum = 0.900 nm
m w^2 at maximum = 90.000 N/m
m w^2 at boundary = 80.000 N/m
w at maximum = 4.2426e+13 rad/s
w/(2 pi) at maximum = 6.752 THz
w at boundary = 4.0000e+13 rad/s
w/(2 pi) at boundary = 6.366 THz
ratio w maximum / w boundary = 1.0607
qa = pi/3: m w^2 = 50.000 N/m, w = 3.1623e+13 rad/s
qa = pi/2: m w^2 = 80.000 N/m, w = 4.0000e+13 rad/s
qa = 2pi/3: m w^2 = 90.000 N/m, w = 4.2426e+13 rad/s
qa = 5pi/6: m w^2 = 84.641 N/m, w = 4.1144e+13 rad/s
qa = pi: m w^2 = 80.000 N/m, w = 4.0000e+13 rad/s
--- sound speed
K2 = -4.0 N/m: v = 2683 m/s
K2 = 0.0 N/m: v = 6000 m/s
K2 = 10.0 N/m: v = 10392 m/s
--- unstable chain, K2 = -6.0 N/m
unstable for 0 < qa < 0.8411 rad
fastest growth at qa = 0.5857 rad
m w^2 of fastest mode = -0.6667 N/m
growth rate = 3.6515e+12 1/s
growth time 1/rate = 0.2739 ps
--- stability threshold of a ring of N atoms
N = 12: K2 threshold = -5.3590 N/m
N = 24: K2 threshold = -5.0867 N/m
N = 48: K2 threshold = -5.0215 N/m
N = 96: K2 threshold = -5.0054 N/m
```
